# The Augmented Hessian Step in Closed-Shell Orbital Optimization, part 2

The problem is to lower a closed-shell energy $E(x)$ by orbital rotations, using the lowest root of an augmented Hessian. Hartree atomic units ($E_h$) and radians are used, and all quantities are real. The vector $x$ collects the $n=n_on_v$ angles $\kappa_{ai}$ (occupied $i,j$; virtual $a,b$) that parametrize the Grassmann manifold $\mathrm{Gr}(n_o,N)$ of occupied subspaces of $N$ orbitals; $\kappa_{ai}=\theta$ alone gives $\phi_i'=\cos\theta\,\phi_i+\sin\theta\,\phi_a$. With the Fock matrix $F$, the gradient and Hessian at $x=0$ (section 2) are

$$g_{ai}=4F_{ai},$$

$$H_{ai,bj}=4\,[\,\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\,].$$

$H$ has eigenvalues $\lambda_1\le\dots\le\lambda_n$ and eigenvectors $u_k$; $\gamma_k=u_k^Tg$, and $\|H\|$ is its largest absolute eigenvalue. The model is $m(x)=g^Tx+\tfrac12x^THx$, and the Newton step is $x_N=-H^{-1}g$. The matrix

$$A(\alpha)=\begin{pmatrix}0&\alpha g^T\\ \alpha g&H\end{pmatrix},\qquad \alpha>0,$$

has lowest root $\mu$ and eigenvectors $v=(v_0,w)$. For $v_0\ne0$ the step is $x=w/(\alpha v_0)$, with $|v_0|=(1+\alpha^2|x|^2)^{-1/2}$ for unit $v$. Any such root $\nu$ obeys

$$\alpha^2g^Tx=\nu,\qquad (H-\nu)\,x=-g. \tag{1}$$

For $g\ne0$, $\mu<0$, $\mu\le\lambda_1$, and

$$\mu\le\tfrac12\Big[\lambda_1-\sqrt{\lambda_1^2+4\alpha^2\gamma_1^2}\Big]. \tag{2}$$

$$\mu\ge\min(\lambda_1,0)-\alpha|g|. \tag{3}$$

If $\mu<\lambda_1$, it is the root of the secular equation

$$f(\nu)\equiv\nu+\alpha^2\sum_k\frac{\gamma_k^2}{\lambda_k-\nu}=0 .$$

Then $x=-\sum_k\gamma_ku_k/(\lambda_k-\mu)$ is the unique minimizer of $m$ in the ball $|y|\le|x|$ (section 10), and

$$m(x)=g^Tx+\tfrac12\big(\mu|x|^2-g^Tx\big)=\tfrac12g^Tx+\tfrac12\mu|x|^2=\tfrac12\mu\,\big(\alpha^{-2}+|x|^2\big)<0. \tag{4}$$

The rational function of section 4, $m(y)/(1+\alpha^2|y|^2)$, is bounded below by $\mu/(2\alpha^2)$.

In the hard case $g$ has no component in the lowest eigenspace ($\gamma_1=0$), $\lambda_1<0$ and $\alpha<\alpha_c$; then $\mu=\lambda_1$ and $v_0=0$, so no step is defined. The example $H=\mathrm{diag}(-1,2)\,E_h$, $g=(0,1)\,E_h$ has $\alpha_c=\sqrt3$.

Statement (d), still to be completed: $E(tx)<E(0)$ for small $t>0$, but the full step can raise the energy; it lowers it once $\alpha$ is large enough.

## 11. How $\alpha$ controls the length

Regard $f$ as a function of $\nu$ and $\alpha$. At the root, $\partial f/\partial\nu=1+\alpha^2|x|^2$, and $\partial f/\partial\alpha=2\alpha\sum_k\gamma_k^2/(\lambda_k-\mu)=-2\mu/\alpha$, where the secular equation was used for the sum. Implicit differentiation of $f(\mu(\alpha),\alpha)=0$ gives

$$\frac{d\mu}{d\alpha}=-\frac{\partial f/\partial\alpha}{\partial f/\partial\nu}=\frac{2\mu}{\alpha\,(1+\alpha^2|x|^2)}<0. \tag{5}$$

From $|x|^2=\sum_k\gamma_k^2/(\lambda_k-\mu)^2$,

$$\frac{d|x|^2}{d\mu}=2\sum_k\frac{\gamma_k^2}{(\lambda_k-\mu)^3}>0 .$$

Raising $\alpha$ lowers $\mu$, and lowering $\mu$ shortens the step, so $|x|$ is a strictly decreasing function of $\alpha$.

For large $\alpha$, the trial vector $(1,-g/|g|)/\sqrt2$ has the quotient $-\alpha|g|+\tfrac12g^THg/|g|^2$, which bounds $\mu$ from above, while (3) bounds it from below. Together they give $\mu=-\alpha|g|+O(1)$. Then $x=-|\mu|^{-1}(1+H/|\mu|)^{-1}g\to-g/(\alpha|g|)$ to leading order: a steepest-descent step of length $1/\alpha$.

For small $\alpha$ and $\lambda_1>0$, the bound (3) gives $-\alpha|g|\le\mu<0$, so $\mu\to0$ and $x\to x_N$. For small $\alpha$ with $\lambda_1\le0$ and $\gamma_1\neq0$, (3) gives $\lambda_1-\mu\le\alpha|g|$, so $|x|\ge|\gamma_1|/(\alpha|g|)\to\infty$. By monotonicity and continuity, every length in $(0,|x_N|)$ in the first case, and in $(0,\infty)$ in the second, belongs to exactly one $\alpha$.

If $H$ is positive semidefinite, then $\lambda_k-\mu\ge|\mu|$ for all $k$, and

$$\alpha^2|x|^2=\alpha^2\sum_k\frac{\gamma_k^2}{(\lambda_k-\mu)^2}\le\frac{\alpha^2}{|\mu|}\sum_k\frac{\gamma_k^2}{\lambda_k-\mu}=1 .$$

So $|x|\le1/\alpha$, even for singular $H$. For indefinite $H$ this bound can fail.

It remains to show that the full step lowers the true energy when $\alpha$ is large. Smoothness gives a constant $M$ with $|E(y)-E(0)-m(y)|\le M|y|^3$ for $|y|\le1$. By section 10, $m(x)$ is no higher than the model at the point $-|x|\,g/|g|$ of the same ball, so $m(x)\le-|g||x|+\tfrac12\|H\||x|^2$. Therefore

$$E(x)-E(0)\le-|x|\,\big(|g|-\tfrac12\|H\||x|-M|x|^2\big),$$

which is negative once $|x|$ is small enough. A procedure that halves the radius whenever the energy rises therefore ends after finitely many halvings.

## 12. Behaviour near a minimum

Let $\lambda_1>0$ and hold $\alpha$ fixed. Since $\lambda_k-\mu>\lambda_1$, the secular equation gives $|\mu|\le\alpha^2|g|^2/\lambda_1$, and the spectral form of $x$ gives $|x|\le|g|/\lambda_1$. Writing the shifted equation as $Hx=-g+\mu x$ and applying $H^{-1}$,

$$x-x_N=\mu H^{-1}x,\qquad |x-x_N|\le\frac{|\mu|\,|x|}{\lambda_1}\le\frac{\alpha^2|g|^3}{\lambda_1^3}. \tag{6}$$

The shift is of second order in the gradient, and the departure from the Newton step is of third order.

The gradient of $E$ in the old coordinates at the point $x$ is $g+Hx+O(|x|^2)=\mu x+O(|x|^2)=O(|g|^2)$. After the step the coordinates are set up afresh at the new point. If $x'$ denotes the new coordinates and $J=\partial x'/\partial x$ the Jacobian at that point, the chain rule says that the old-coordinate gradient is $J^Tg'$. At zero step the two coordinate systems coincide, so $J=1+O(|x|)$, and $J$ has a bounded inverse for short steps. Hence $|g'|=O(|g|^2)$: the convergence is quadratic, as for the Newton method. In this regime $\alpha|x|\ll1$, and (4) shows that $\mu/(2\alpha^2)$ estimates the energy change of the step, which is nearly all the energy still to be gained.

## 13. A case where the full step raises the energy

Take one electron in two levels with energies $0$ and $1\,E_h$. The orbital $\phi=(\cos\theta,\sin\theta)$ is a point of $\mathrm{Gr}(1,2)$ with energy $\sin^2\theta$, and the step $x$ moves $\theta$ to $\theta+x$. Differentiating twice, $g=\sin2\theta$ and $H=2\cos2\theta$. Let $0<\theta<\pi/2$ and $\alpha=1$. The roots solve $\nu^2-H\nu-g^2=0$, so

$$\mu=\cos2\theta-\sqrt{\cos^22\theta+\sin^22\theta}=\cos2\theta-1 .$$

Then $H-\mu=1+\cos2\theta=2\cos^2\theta$, and

$$x=-\frac{2\sin\theta\cos\theta}{2\cos^2\theta}=-\tan\theta .$$

At $\theta=1.2$ rad we have $g=0.675463\,E_h$, $H=-1.474787\,E_h$ and $\mu=-1.737394\,E_h$, which is below $H$. The step is $x=-2.572152$ rad, and the new angle is $1.2-2.572152=-1.372152$ rad. The model predicts a change of $-6.615964\,E_h$, but the energy goes from $0.868697$ to $0.961057\,E_h$. The step points toward the minimum at $\theta=0$ and passes through it to a higher point on the other side. This establishes the negative part of (d).

The origin of the tangent is instructive. In the basis $\phi$, $\chi=(-\sin\theta,\cos\theta)$ the Hamiltonian has elements $h_{\phi\phi}=\sin^2\theta$, $h_{\phi\chi}=\sin\theta\cos\theta$, $h_{\chi\chi}=\cos^2\theta$. Subtracting $E(0)=\sin^2\theta$ on the diagonal and doubling gives $0$, $\sin2\theta$, $2\cos2\theta$, which is $A(1)$. The lowest eigenvector $(1,x)$ is thus the exact ground state $\phi+x\chi$, reached by a rotation through $\arctan x=-\theta$, and $\mu/2=-0.868697\,E_h$ is the exact energy lowering. The rational function of section 4 is exact for the map $\phi\to(\phi+x\chi)/\sqrt{1+x^2}$. That map and the exponential map agree through second order, because $\arctan x=x-x^3/3+\dots$, so they share $g$ and $H$, and they differ greatly for long steps. For the many-electron energy, which is quartic in the orbitals, neither map makes the rational function exact.

## 14. Scaling and subspaces

The shift enters as $H-\mu$ with $\mu<0$, so the positive amount $|\mu|$ is added to every eigenvalue of $H$. The step is $w/(\alpha v_0)$, and for $\alpha\neq1$ omitting the factor $1/\alpha$ breaks (1).

Multiplying $g$ and $H$ by the same constant $c>0$ multiplies $A$ and $\mu$ by $c$ and leaves $x$ unchanged. Using inconsistent factors, for example $2F_{ai}$ with the $H$ of section 2, changes the step. A change of coordinate scale $x=sx'$ gives $g'=sg$ and $H'=s^2H$, so that the bordered matrix built with $\alpha'$ equals $s^2A(\alpha'/s)$. The value $\alpha=1$ therefore has a meaning only relative to a stated norm of $x$, here the angle in radians.

In large problems $A$ is never formed. Its product with a vector needs only $g^Tw$ and $Hw$, and the lowest root is found by the Davidson method. If the trial space is spanned by $(1,0)$ and vectors $(0,z_j)$, with the orthonormal $z_j$ as columns of $Z$, the projected matrix is the bordered matrix of $Z^Tg$ and $Z^THZ$. All results above apply to it. With $\tilde\mu$ its lowest root, $\tilde x$ its step and $x=Z\tilde x$, the slope is $g^Tx=(Z^Tg)^T\tilde x=\tilde\mu/\alpha^2<0$ as long as $Z^Tg\ne0$ and $\tilde v_0\ne0$. An unconverged root still yields a descent direction. It lies at or below the lowest eigenvalue of $Z^THZ$, but it need not lie below $\lambda_1$, since the subspace may miss $u_1$. In exact arithmetic, and when the new trial vectors are made by operations that commute with the symmetry group (products with $H$, a symmetry-preserving preconditioner), a trial space started from a symmetric gradient stays symmetric and does not see a symmetry-breaking instability.

## 15. Worked example: the fluoride anion

The system is F$^-$ in restricted Hartree–Fock theory with the 6-31G basis: nine functions, five occupied and four virtual orbitals, $n=20$. The converged energy is $E_{\rm ref}=-99.35018060\,E_h$. The orbital energies are $-25.693521$, $-0.966581$ and $2.143861\,E_h$ for 1s, 2s and the virtual s orbital (called 3s), and $-0.077747$ and $1.992570\,E_h$ for 2p and the virtual p set (called 3p). Each orbital has the sign that makes its largest basis coefficient positive. These numbers belong to this small basis, which has no diffuse functions, and are not converged properties of the anion. With aug-cc-pVTZ the total energy is lower by about $0.10\,E_h$, at $-99.451\,E_h$, the 2s and 2p energies move to $-1.076$ and $-0.181\,E_h$, and the lowest virtual level falls from $1.99$ to $0.44\,E_h$. The small basis serves here only as a well-defined energy surface on which to test the step.

Three rotations keep the determinant spherical: $x_1=\kappa_{3s,1s}$, $x_2=\kappa_{3s,2s}$, and the common rotation of $2p_x,2p_y,2p_z$ into $3p_x,3p_y,3p_z$ by one angle $\theta_p$. The last has length $\sqrt{3\theta_p^2}$, so the orthonormal coordinate is $x_3=\sqrt3\,\theta_p$. With $T$ the $20\times3$ matrix of these orthonormal directions, the reduced quantities are $T^Tg$ and $T^THT$, written $g$ and $H$ below. At a spherical point the full gradient lies in this sector and the full Hessian does not couple it to the other 17 directions.

The starting point is a chosen input: the converged orbitals rotated by $x_0=(0,\,1.2,\,0.3)$ rad, so that the second occupied s orbital is mostly 3s. Its energy is $E_0=-94.53712902\,E_h$, which is $4.813052\,E_h$ above the minimum. There, in $E_h$,

$$g=\begin{pmatrix}-0.138683\\4.042581\\3.035129\end{pmatrix},\qquad H=\begin{pmatrix}101.723534&-0.326422&-0.577908\\-0.326422&-5.931517&2.312520\\-0.577908&2.312520&10.266973\end{pmatrix},$$

with $|g|=5.057044$, eigenvalues $\lambda=(-6.255737,\ 10.586460,\ 101.728267)$ and $|\gamma|=(3.582819,\ 3.564814,\ 0.170912)$. The squares are $\gamma^2=(12.83659,\ 12.70790,\ 0.02921)$.

The Newton step is $x_N=(0.000688,\ 0.520554,\ -0.412831)$ rad, of length $0.664384$ rad. Its slope is

$$-\sum_k\frac{\gamma_k^2}{\lambda_k}=\frac{12.83659}{6.255737}-\frac{12.70790}{10.586460}-\frac{0.02921}{101.728267}=2.05197-1.20039-0.00029=0.85129\,E_h .$$

It is uphill. The model change is half of this, $+0.425646\,E_h$, and the true energy rises by $0.157423\,E_h$. The component $x_2$ is positive. It carries the angle from $1.2$ to about $1.72$ rad, slightly past pure 3s at $\pi/2$, and raises the 3s weight in the occupied space from $0.87$ to $0.98$.

For $\alpha=1$ the roots of the $4\times4$ matrix are $-8.008270$, $0.599704$, $11.739002$ and $101.728555\,E_h$. The lowest is below $\lambda_1$ by $1.752534\,E_h$ and the second is above $\lambda_1$. The secular equation is satisfied:

$$\frac{12.83659}{1.752534}+\frac{12.70790}{18.594730}+\frac{0.02921}{109.736537}=7.32459+0.68341+0.00027=8.00827=-\mu .$$

The bound (2) is $\tfrac12[-6.255737-\sqrt{39.13425+51.34637}]=\tfrac12[-6.255737-9.512130]=-7.883933\,E_h$, and the bound (3) is $-6.255737-5.057044=-11.312781\,E_h$. The root lies between them. The step is $x=(-0.004346,\ -2.051208,\ 0.093340)$ rad with $|x|=2.053335$ rad, longer than $1/\alpha$, which is allowed because $H$ is indefinite. With $1+|x|^2=5.216185$, equation (4) gives $m=\tfrac12(-8.008270)(5.216185)=-20.8863\,E_h$, equation (5) gives $d\mu/d\alpha=2(-8.008270)/5.216185=-3.07055\,E_h$, and $|v_0|=5.216185^{-1/2}=0.437848$. The true change is only $-0.212159\,E_h$. The energy does fall, but by about one hundredth of the model value, which is itself more than four times the distance to the minimum. A rotation of $-2.05$ rad from $1.2$ rad overshoots, as in section 13.

For the chosen radius $R=0.5$ rad, the equation $|x(\alpha)|=R$ has the solution $\alpha=2.480242$, so $\alpha^2=6.15160$. The roots are $-13.750227$, $1.523460$, $16.555695$ and $101.730061\,E_h$, with $\lambda_1-\mu=7.494490\,E_h$ and the bound (2) at $-12.548545\,E_h$. The slope from the spectral sum is

$$-\Big(\frac{12.83659}{7.494490}+\frac{12.70790}{24.336687}+\frac{0.02921}{115.478494}\Big)=-(1.71280+0.52217+0.00025)=-2.2352\,E_h,$$

and $\mu/\alpha^2=-13.750227/6.15160=-2.2352\,E_h$ agrees. The squared length is $12.83659/7.494490^2+12.70790/24.336687^2=0.22854+0.02146=0.25000$, the third term being below the last digit. The step is $x=(-0.000589,\ -0.493744,\ -0.078847)$ rad. Equation (4) gives $m=\tfrac12(-13.750227)(0.162559+0.25)=-2.83639\,E_h$, and the true change is $-2.560992\,E_h$, nine tenths of the prediction. Here $d\mu/d\alpha=-4.368890\,E_h$ and $|v_0|=0.627715$.

In the full problem the $21\times21$ matrix is the direct sum of the $4\times4$ matrix and the Hessian of the 17 non-spherical directions, so its lowest root is the smaller of $\mu$ and the lowest non-spherical eigenvalue. That eigenvalue is $-1.832106\,E_h$. There is negative curvature in a symmetry-breaking direction, with zero gradient along it, but the hard case does not occur at this point: the spherical root obeys $\mu<-6.255737\,E_h$ for every $\alpha$, which is lower. The full matrix accordingly returns the same roots, $-8.008270$ and $-13.750227\,E_h$.

The iteration is carried out in the three spherical coordinates, so $g$, $H$ and $\lambda_1$ below refer to that sector only. It uses $\alpha=1$ if that step is no longer than $R$, and otherwise the $\alpha>1$ that gives $|x|=R$. Energies, $|g|$ and $\mu$ are in $E_h$.

| step | $E$ | $\lvert g\rvert$ | $\alpha$ | $\mu$ |
|---|---|---|---|---|
| 0 | $-94.53712902$ | $5.057$ | $2.4802$ | $-13.750$ |
| 1 | $-97.09812082$ | $5.223$ | $1.7606$ | $-8.0093$ |
| 2 | $-99.05858913$ | $2.254$ | $1$ | $-0.55816$ |
| 3 | $-99.34949654$ | $0.1197$ | $1$ | $-1.3672\times10^{-3}$ |
| 4 | $-99.35018060$ | $1.400\times10^{-4}$ | $1$ | $-1.2892\times10^{-9}$ |

The step lengths are $0.5$, $0.5$, $0.2477$, $1.185\times10^{-2}$ and $1.155\times10^{-5}$ rad, and $\lambda_1$ is $-6.2557$, $2.0698$, $8.5336$, $8.7374$ and $8.7238\,E_h$. After five steps the energy equals $E_{\rm ref}$ to all printed digits, and the radius was never reduced. The gradient norm rises in the first step, from $5.057$ to $5.223\,E_h$, while the energy falls by $2.56\,E_h$: the orbital leaves the concave region for the steep flank, and $|g|$ is no measure of progress there. At step 1 the spherical Hessian is positive definite, and $\alpha|x|=1.7606\times0.5=0.88\le1$ as section 11 requires, whereas step 0 has $2.4802\times0.5=1.24$. At step 3 the estimate $\mu/2=-6.84\times10^{-4}\,E_h$ matches the true change $-99.35018060+99.34949654=-6.84\times10^{-4}\,E_h$. The ratio of the new gradient norm to the square of the old one is $0.1197/2.254^2=0.024\,E_h^{-1}$ and then $1.400\times10^{-4}/0.1197^2=0.010\,E_h^{-1}$, which is consistent with the bounded ratio that quadratic convergence requires. Two ratios cannot establish the order by themselves; that rests on the argument of section 12.

At the minimum the spherical Hessian has eigenvalues $8.723763$, $14.101974$ and $108.084726\,E_h$. With this $H$, $\alpha=1$ and the test gradients $g=\epsilon(1,1,1)\,E_h$, the distance $|x-x_N|$ is $4.3793\times10^{-6}$ rad for $\epsilon=0.1$ and $4.3816\times10^{-9}$ rad for $\epsilon=0.01$. The ratio is $999.5$, close to the factor $10^3$ of a cubic law. The bound (6) for $\epsilon=0.1$ is $(0.1\sqrt3)^3/8.723763^3=7.8\times10^{-6}$ rad, above the actual value.

## 16. What the numerical check tests

The numerical check below compares the gradient and Hessian of section 2 with fourth-order finite differences of the PySCF energy along spherical and random directions in all 20 dimensions, and confirms the decoupling of the spherical sector. On 200 random problems of dimension 2 to 8 it obtains $\mu$ and $x$ once by diagonalizing $A$ and once by bracketing the root of the secular function, and tests the bounds (2) and (3), the position of the second root, the slope and model identities, the lower bound of the rational function and the ball minimum at random points, the decrease of $|x|$ with $\alpha$, and $\alpha|x|\le1$ for positive semidefinite $H$. For F$^-$ it compares $\mu/\alpha^2$ with the finite-difference slope of the true energy, (5) with a finite difference in $\alpha$, and $m(x)$ with a direct search over the sphere $|y|=|x|$. It also tests the large-$\alpha$ limit, the lowest root of the $21\times21$ matrix, convergence to the PySCF energy, the bound $|g'|\le10\,E_h^{-1}|g|^2$ (up to a round-off allowance) on the last step, which is the only one that starts with $|g|<0.1\,E_h$, the cubic law (6), the hard case on both sides of $\alpha_c$, and the two-level counterexample.

## Computed results

```
F- RHF/6-31G PySCF energy = -99.35018060 Eh
orbital energies 1s 2s 3s = -25.693521 -0.966581 2.143861 Eh; 2p 3p = -0.077747 1.992570 Eh
start rotation x0 = 0.000000 1.200000 0.300000 rad; trust radius R = 0.5 rad
start energy E0 = -94.53712902 Eh; E0 - E_ref = 4.813052 Eh
g = -0.138683 4.042581 3.035129 Eh; |g| = 5.057044 Eh
H row 1 = 101.723534 -0.326422 -0.577908 Eh
H row 2 = -0.326422 -5.931517 2.312520 Eh
H row 3 = -0.577908 2.312520 10.266973 Eh
lambda = -6.255737 10.586460 101.728267 Eh
|gamma| = 3.582819 3.564814 0.170912 Eh
Newton x = 0.000688 0.520554 -0.412831 rad; |x| = 0.664384 rad
Newton slope g.x = 0.851292 Eh; model = 0.425646 Eh; true dE = 0.157423 Eh
lowest non-spherical Hessian eigenvalue = -1.832106 Eh
AH alpha = 1.000000: roots of A = -8.008270 0.599704 11.739002 101.728555 Eh
  mu = -8.008270 Eh; lambda1 - mu = 1.752534 Eh; 2x2 bound = -7.883933 Eh
  x = -0.004346 -2.051208 0.093340 rad; |x| = 2.053335 rad; dmu/dalpha = -3.070547 Eh
  slope g.x = -8.008270 Eh; model = -20.886308 Eh; true dE = -0.212159 Eh
  21x21 lowest root = -8.008270 Eh; |v0| = 0.437848
AH alpha = 2.480242: roots of A = -13.750227 1.523460 16.555695 101.730061 Eh
  mu = -13.750227 Eh; lambda1 - mu = 7.494490 Eh; 2x2 bound = -12.548545 Eh
  x = -0.000589 -0.493744 -0.078847 rad; |x| = 0.500000 rad; dmu/dalpha = -4.368890 Eh
  slope g.x = -2.235227 Eh; model = -2.836392 Eh; true dE = -2.560992 Eh
  21x21 lowest root = -13.750227 Eh; |v0| = 0.627715
iter  E/Eh  |g|/Eh  lambda1/Eh  alpha  mu/Eh  |x|/rad
0 -94.53712902 5.057e+00 -6.2557 2.4802 -1.3750e+01 5.000e-01
1 -97.09812082 5.223e+00 2.0698 1.7606 -8.0093e+00 5.000e-01
2 -99.05858913 2.254e+00 8.5336 1.0000 -5.5816e-01 2.477e-01
3 -99.34949654 1.197e-01 8.7374 1.0000 -1.3672e-03 1.185e-02
4 -99.35018060 1.400e-04 8.7238 1.0000 -1.2892e-09 1.155e-05
final E = -99.35018060 Eh after 5 steps; final R = 0.5000 rad
lambda at minimum = 8.723763 14.101974 108.084726 Eh
|x - xN| for g = e(1,1,1) Eh, e = 0.1, 0.01: 4.3793e-06 4.3816e-09 rad; ratio 999.5
hard case H = diag(-1,2), g = (0,1) Eh, alpha = 1: roots = -1.000000 -0.414214 2.414214 Eh; |v0| = 0.0
  threshold alpha = 1.732051; alpha = 2: mu = -1.236068 Eh, x = 0.000000 -0.309017 rad
two-level theta = 1.2 rad: g = 0.675463 Eh, H = -1.474787 Eh, mu = -1.737394 Eh
  x = -2.572152 rad; model = -6.615964 Eh; new theta = -1.372152 rad
  E before = 0.868697 Eh; E after = 0.961057 Eh
```
